# Survival and small-velocity excitation of hydrogen after sudden nuclear recoil

## Problem

A hydrogen atom is at rest in its 1s state. A neutral projectile strikes the nucleus and gives it a velocity \(v\) along \(z\), in a time so short that the electron has not moved. Atomic units are used, so \(v\) is measured in units of the Bohr velocity. The treatment is non-relativistic, spin plays no part, and the nucleus is taken as infinitely heavy until the first variation.

(a) Show that the atom is afterwards found in 1s with probability \((1+v^2/4)^{-4}\).

(b) For \(v\ll1\), which final states are reached in leading order, and what is their total probability?

(c) Find the leading small-\(v\) probability of excitation to each shell \(n\).

(d) Find the corresponding probability of ionisation per unit energy of the ejected electron.

(e) Evaluate the results for a proton with \(v=0.1\).

## Hints

1. The wave function does not change during the blow. What changes is the set of stationary states onto which it must be projected: they now belong to a moving atom.
2. The amplitude for 1s is the Fourier transform of the 1s density. Do the angles first.
3. Expand the exponential in powers of \(v\), and use parity to see which powers can interfere. Closure gives the total.
4. Write the p-wave radial function as a power times an exponential times a confluent hypergeometric series. The Laplace transform of the series can be summed.
5. A bound state has energy \(-1/2n^2\), a free one \(+k^2/2\). The substitution \(n=-i/k\) turns one radial function into the other; the normalisation needs separate care.

## Solution

### (a) Survival

After the blow the nucleus is at \(\mathbf vt\). Let \(\psi_f\) be a stationary state of the atom at rest, with energy \(E_f\), and try
\[
\Phi_f=e^{i[vz-(E_f+v^2/2)t]}\,\psi_f(\mathbf r-\mathbf vt).
\]
Apart from the common exponential,
\[
i\partial_t\Phi_f\to\left(E_f+\tfrac{v^2}{2}\right)\psi_f-i\mathbf v\cdot\nabla\psi_f,\qquad
-\tfrac12\nabla^2\Phi_f\to-\tfrac12\nabla^2\psi_f-i\mathbf v\cdot\nabla\psi_f+\tfrac{v^2}{2}\psi_f .
\]
The terms in \(v\) cancel, and what remains is the equation for \(\psi_f\) about the moving nucleus. Thus \(\Phi_f\) is the state \(f\) of the moving atom. At \(t=0\) the electron still has the function \(\psi_{1s}\), so the amplitude for \(f\) is
\[
A_f=\langle e^{ivz}\psi_f|\psi_{1s}\rangle=\langle f|e^{-ivz}|1s\rangle .
\]
Seen from the nucleus, the electron has received momentum \(-v\).

For \(f=1s\), with \(\psi_{1s}=e^{-r}/\sqrt\pi\), the angular integral is \(2\pi\int_{-1}^{1}e^{-ivru}du=4\pi\sin(vr)/(vr)\). Hence
\[
F(v)=\frac4v\int_0^\infty re^{-2r}\sin(vr)\,dr
=\frac4v\,\mathrm{Im}\frac1{(2-iv)^2}
=\frac4v\,\frac{4v}{(4+v^2)^2}=\left(1+\frac{v^2}{4}\right)^{-2}.
\]
Its square is the required probability,
\[
P_{1s}=\left(1+\frac{v^2}{4}\right)^{-4}.
\]

In momentum space the same amplitude is an overlap. The transform of \(\psi_{1s}\) is
\[
\phi(p)=\frac{1}{(2\pi)^{3/2}\sqrt\pi}\,\frac{4\pi}{p}\,\mathrm{Im}\frac1{(1-ip)^2}=\frac{2\sqrt2}{\pi(1+p^2)^2},
\]
and \(F(v)=\int\phi(\mathbf p)\,\phi(\mathbf p+\mathbf v)\,d^3p\). For large \(v\) the integral comes from two regions, where one or the other factor has small argument. Each gives \(\phi(v)\int\phi\,d^3p\). Since \(\int\phi\,d^3p=(2\pi)^{3/2}\psi_{1s}(0)=2\sqrt2\,\pi\), each contributes \(8/v^4\). The sum \(16/v^4\) agrees with the formula, and \(P_{1s}\to256/v^8\). Survival after a hard blow thus relies on the high-momentum tail of the 1s state.

### (b) Small velocity

With \(x=v^2/4\) and \((1+x)^{-4}=1-4x+10x^2-\dots\), the loss from 1s is
\[
1-P_{1s}=v^2-\tfrac58v^4+\dots
\]

To see where it goes, let \(\Pi\) project onto one shell, or onto an interval of continuum energies, with all angular momenta included and 1s excluded. Split \(e^{-ivz}=\cos vz-i\sin vz\). The two parts produce states of opposite parity, which do not interfere in \(\Pi\), and \(\Pi\psi_{1s}=0\). Therefore
\[
P_\Pi=\|\Pi\sin(vz)\psi_{1s}\|^2+\|\Pi(\cos vz-1)\psi_{1s}\|^2 .
\]
Because \(|\cos y-1|\le y^2/2\), the second term is at most \(v^4\langle z^4\rangle/4\). Here \(\langle z^4\rangle=\langle r^4\rangle/5=9/2\), so the bound is \(9v^4/8\). In the first term \(\sin vz=vz+O(v^3)\), and all moments of \(z\) are finite. It follows that
\[
P_\Pi=v^2\|\Pi z\psi_{1s}\|^2+O(v^4).
\]

Since \(z=r\cos\theta\) turns an s function into a p function with \(m=0\), only p states appear in leading order. The diagonal element \(\langle1s|z|1s\rangle\) vanishes by parity, so closure gives the total
\[
v^2\sum_{f\ne1s}|\langle f|z|1s\rangle|^2=v^2\langle z^2\rangle=\frac{v^2}{3}\langle r^2\rangle=v^2,
\]
with \(\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3\). This is the first term of the loss.

### (c) Excitation

**Radial function.** For \(l=1\), \(u=rR\) obeys
\[
u''+\left(\frac2r-\frac2{r^2}-\frac1{n^2}\right)u=0 .
\]
Put \(u=r^2e^{-r/n}w\). Since \((r^2e^{-r/n})''=(2-4r/n+r^2/n^2)e^{-r/n}\), this becomes
\[
w''+\left(\frac4r-\frac2n\right)w'+\left(\frac2r-\frac4{nr}\right)w=0 .
\]
With \(x=2r/n\), multiplication by \(nr/2\) gives \(xw_{xx}+(4-x)w_x-(2-n)w=0\). The solution regular at the origin is
\[
w={}_1F_1(a;4;x)=\sum_j\frac{(a)_j}{(4)_j}\frac{x^j}{j!},\qquad a=2-n,
\]
where \((a)_j=a(a+1)\cdots(a+j-1)\). Thus \(R_{n1}=N_n\,r\,e^{-r/n}\,{}_1F_1(2-n;4;2r/n)\).

**Normalisation.** Let \(m=n-2\) and define
\[
L(x)=\frac{x^{-3}e^x}{m!}\frac{d^m}{dx^m}\left(x^{m+3}e^{-x}\right)
=\sum_{j=0}^m\frac{(-1)^j(m+3)!}{(j+3)!\,j!\,(m-j)!}x^j .
\]
Comparison of coefficients shows \(L=L(0)\,{}_1F_1(-m;4;x)\), with \(L(0)=(m+3)!/(6\,m!)=n(n^2-1)/6\). Write one factor \(L\) in its derivative form and integrate by parts \(m\) times:
\[
\int_0^\infty x^4e^{-x}L^2dx=\frac{(-1)^m}{m!}\int_0^\infty(xL)^{(m)}x^{m+3}e^{-x}dx .
\]
The two highest terms of \(L\) give \((xL)^{(m)}=(-1)^m[(m+1)x-m(m+3)]\). The integral is then
\[
\frac{(m+3)!}{m!}\left[(m+1)(m+4)-m(m+3)\right]=\frac{(m+3)!}{m!}(2m+4)=2n\cdot n(n^2-1).
\]
Changing back from \(x\) to \(r\),
\[
N_n^{-2}=\left(\frac n2\right)^5\frac{36}{n^2(n^2-1)^2}\,2n^2(n^2-1)=\frac{9n^5}{4(n^2-1)} .
\]

**Radial integral.** Integrating term by term, with \((j+3)!=6\,(4)_j\),
\[
J(s)=\int_0^\infty r^3e^{-sr}{}_1F_1(a;4;\kappa r)\,dr=\frac6{s^4}\sum_j\frac{(a)_j}{j!}\left(\frac\kappa s\right)^j=6\,s^{a-4}(s-\kappa)^{-a}.
\]
One more power of \(r\) comes from a derivative:
\[
-J'(s)=6\,s^{a-4}(s-\kappa)^{-a}\left[\frac{4-a}{s}+\frac a{s-\kappa}\right].
\]
Here \(\kappa=2/n\), \(s=1+1/n\) and \(s-\kappa=1-1/n\). The bracket is
\[
\frac{n(n+2)}{n+1}-\frac{n(n-2)}{n-1}=\frac{2n^2}{n^2-1},
\]
so that \(-J'=12\,n^6(n-1)^{n-3}/(n+1)^{n+3}\). With \(R_{1s}=2e^{-r}\),
\[
D_n=\int_0^\infty r^3R_{n1}R_{1s}\,dr=-2N_nJ'=\frac{16\,n^{7/2}(n-1)^{n-5/2}}{(n+1)^{n+5/2}} .
\]
The angular factor follows from \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\). Hence
\[
P_n=v^2S_n,\qquad S_n=\frac{D_n^2}3=\frac{2^8n^7(n-1)^{2n-5}}{3(n+1)^{2n+5}} .
\]
For \(n=2\) this is \(S_2=2^{15}/3^{10}=0.5549\).

### (d) Ionisation

The radial equation for energy \(\varepsilon=k^2/2\) has \(+k^2\) in place of \(-1/n^2\). This is the replacement \(1/n=ik\), which gives \(a=2+i/k\) and \(\kappa=2ik\).

**Normalisation.** In a large sphere of radius \(L_0\), a normalised function has the distant form \(u\simeq\sqrt{2/L_0}\,\sin(\dots)\). There are \(L_0/\pi\) states per unit \(k\), hence \(L_0/(\pi k)\) per unit energy. Absorbing this density into the function gives the amplitude \(\sqrt{2/(\pi k)}\).

The distant form of the series follows from
\[
{}_1F_1(a;4;x)=\frac{6}{\Gamma(a)\Gamma(4-a)}\int_0^1e^{xt}t^{a-1}(1-t)^{3-a}dt ,
\]
which is checked by expanding \(e^{xt}\). For large imaginary \(x\) the ends of the interval dominate. The end \(t=0\) gives \(6(-x)^{-a}/\Gamma(4-a)\). For \(x=2ikr\) its modulus is \(6e^{-\pi/2k}/[(2kr)^2|\Gamma(2+i/k)|]\), because \(-x\) has phase \(-\pi/2\) and \(4-a=a^*\). After multiplication by \(e^{-ikr}\), the end \(t=1\) gives the complex conjugate, as the substitution \(t\to1-t\) shows. The two add to a real wave of twice this amplitude, so
\[
u\simeq\frac{3N_k\,e^{-\pi/2k}}{k^2|\Gamma(2+i/k)|}\sin(\dots).
\]
Equate the amplitude to \(\sqrt{2/(\pi k)}\) and use
\[
|\Gamma(2+i/k)|^2=\left(1+\frac1{k^2}\right)\frac{\pi/k}{\sinh(\pi/k)} .
\]
The result is
\[
N_k^2=\frac{2k^3}{9\pi}\,e^{\pi/k}\,|\Gamma(2+i/k)|^2=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} .
\]

**Radial integral.** The formula for \(J(s)\) was summed for \(|\kappa|<|s|\). Both sides are analytic along \(s=\sigma+ik\), \(\sigma>0\), so it may be continued from large \(\sigma\) to \(\sigma=1\). There \(s=1+ik\), \(s-\kappa=1-ik\), and the bracket becomes \(2/(1+k^2)\). The powers combine to
\[
(1+ik)^{-2+i/k}(1-ik)^{-2-i/k}=\frac{e^{-2\arctan(k)/k}}{(1+k^2)^2},
\]
because the logarithms of \(1+ik\) and \(1-ik\) differ by \(2i\arctan k\). Thus \(-J'=12\,e^{-2\arctan(k)/k}/(1+k^2)^3\). The strength is \((2N_kJ')^2/3\), and its prefactor is \(\frac43\cdot\frac49\cdot144=\frac{256}3\):
\[
\frac{dP}{d\varepsilon}=v^2S(k),\qquad
S(k)=\frac{2^8}{3}\,\frac{e^{-4\arctan(k)/k}}{(1+k^2)^5\,(1-e^{-2\pi/k})} .
\]
The energy \(\varepsilon\) is measured in the frame of the nucleus.

At threshold \(S(0)=256/(3e^4)=1.563\). High shells have spacing \(n^{-3}\), and \(n^3S_n\) tends to the same value, since \([(n-1)/(n+1)]^{2n}\to e^{-4}\). Excitation therefore passes smoothly into ionisation.

Summing the shells and integrating over energy gives
\[
P_{\rm exc}=0.7166\,v^2,\qquad P_{\rm ion}=0.2834\,v^2 .
\]
The coefficients add to 1, as closure requires. A second check weights each strength with its transition energy \(\omega\):
\[
\sum_f\omega_f|\langle f|z|1s\rangle|^2=\tfrac12\langle[z,[H,z]]\rangle=\tfrac12 ,
\]
which the numerical sum reproduces.

For a one-electron ion of charge \(Z\), lengths shrink by \(Z\), so \(v\) is replaced by \(v/Z\) in all probabilities. Energies grow by \(Z^2\), and the spectrum is per unit \(\varepsilon/Z^2\).

### (e) A proton with \(v=0.1\)

The velocity is \(2.19\times10^5\) m/s and the proton's kinetic energy is 250 eV. The form factor is \(F=(1.0025)^{-2}=0.99502\), so \(P_{1s}=0.99006\) and the loss is 0.00994. The leading law gives 0.01000; the next term, \(-\frac58\times10^{-4}\), accounts for the difference at this accuracy.

The small-\(v\) probability for \(n=2\) is \(0.5549\times0.01=5.55\times10^{-3}\), more than half of the total. For \(n=3\) it is \(8.9\times10^{-4}\).

The limiting laws can be compared with values at the actual velocity. These were found by radial integration for the bound shells, with ionisation as the remainder:

- excitation: 0.00717 in the limit, 0.00705 at \(v=0.1\);
- ionisation: 0.00283 in the limit, 0.00289 at \(v=0.1\).

Each law is within about 2 per cent of the finite-\(v\) value, but the errors have opposite signs and partly cancel in the total.

The mean energy of the ejected electron in the small-\(v\) limit is 0.267 hartree, or 7.3 eV. It does not depend on \(v\), because \(v^2\) multiplies the whole spectrum: a weaker blow makes ionisation rarer without changing the leading shape.

At \(v=0.5\) the loss is 0.215 against \(v^2=0.25\), an overestimate of 16 per cent relative to the full result. At \(v=1\) the loss is 0.590, while \(v^2=1\) would leave no atom in 1s. The survival formula still holds there, provided the blow is sudden and the motion non-relativistic.

## Variation 1: a nucleus of finite mass

*Does the survival formula need a reduced-mass correction?*

Let the nucleus have mass \(M\) in electron masses. A blow of momentum \(Q\) multiplies the wave function by \(e^{iQz_N}\), and raises the nuclear velocity by \(v=Q/M\). With \(z\) the electron coordinate relative to the nucleus,
\[
z_N=z_{\rm cm}-\frac{z}{M+1} .
\]
The internal state is therefore multiplied by \(e^{-iQz/(M+1)}\). The momentum here is
\[
\frac Q{M+1}=\frac M{M+1}\,v=\mu v ,
\]
where \(\mu\) is the reduced mass. The 1s radius is \(1/\mu\), and the form factor depends on momentum times radius, \(\mu v\cdot1/\mu=v\). No correction is needed if \(v\) is the velocity given to the nucleus itself. The final velocity of the whole atom is smaller, \(V=\mu v\), and in terms of it \(v\) must be replaced by \(V/\mu\).

A deliberately light nucleus makes the distinction visible. For \(M=3\) and \(v=0.8\), direct integration and the formula both give 0.5523, whereas inserting the atom's velocity \(V=\mu v=0.6\) in place of \(v\) would give \((1.09)^{-4}=0.708\).

## Variation 2: a blow of finite duration

*How short must the blow be?*

Let the nucleus accelerate uniformly, \(g=v/\tau\), for a time \(\tau\). In its frame the electron feels the additional potential \(gz\). First-order perturbation theory gives
\[
A_f=-ig\langle f|z|1s\rangle\int_0^\tau e^{i\omega_ft}dt
=-iv\langle f|z|1s\rangle\,e^{i\omega_f\tau/2}\,\frac{\sin(\omega_f\tau/2)}{\omega_f\tau/2} .
\]
Each small-\(v\) probability is multiplied by the square of the last factor. For short \(\tau\) that square is \(1-\omega_f^2\tau^2/12\). Since \(|\langle f|p_z|1s\rangle|=\omega_f|\langle f|z|1s\rangle|\) and \(\langle p_z^2\rangle=1/3\), the total loss is
\[
1-P_{1s}\simeq v^2\left(1-\frac{\tau^2}{36}\right).
\]

This short-time form serves only for \(\tau\) up to about one; at \(\tau=3\) it gives 0.75 where the full sine factor gives 0.82. For \(v=0.02\), a full propagation in a finite basis gives these ratios of the loss to \(v^2\):

- \(\tau=1\): 0.975;
- \(\tau=3\): 0.820;
- \(\tau=10\): 0.167.

First-order theory with the full sine factor agrees to better than 0.1 per cent in each case. At small \(v\), a uniform acceleration lasting one atomic unit of time is thus sudden to about 2.5 per cent in the loss. One lasting ten units is not: the electron largely follows the nucleus, and the sudden formula overestimates the loss sixfold. These figures depend on the shape of the blow: for an acceleration proportional to \(\sin^2(\pi t/\tau)\) of the same total duration, the first-order ratios are 0.990 at \(\tau=1\) and 0.487 at \(\tau=10\). For charge \(Z\) and \(v\ll Z\) the relevant quantity is \(Z^2\tau\), so a more tightly bound electron demands a shorter blow. These estimates are of first order in \(v\). For a fast nucleus, \(v>Z\), it is not enough that the distance \(v\tau/2\) covered during the blow be small compared with the 1s radius \(1/Z\). In the frame of the nucleus the electron acquires an energy of order \(v^2/2\), so frequencies of that size enter, and the survival formula requires that \(v^2\tau\) not exceed about one. For \(v>Z\) this is the stricter condition. For hydrogen with uniform acceleration and \(v\) from 2 to 8, the survival probability exceeds the formula by about 1.5 per cent at \(v^2\tau=1\), by about 6 per cent at \(v^2\tau=2\), and by 21 to 24 per cent at \(v^2\tau=4\).

## Numbers as computed

```
proton velocity v = 0.10 a.u. = 2.1877e+05 m/s
proton kinetic energy = 249.8 eV
form factor F(v) = 0.995019
1s survival probability = 0.990062
exact loss from 1s = 0.009938
small-v loss v^2 = 0.010000
loss through v^4 term = 0.009938
shell n | strength |<n|z|1s>|^2 | small-v prob. | finite-v prob.
2 | 0.554929 a.u. | 5.5493e-03 | 5.4276e-03
3 | 0.088989 a.u. | 8.8989e-04 | 8.8948e-04
4 | 0.030924 a.u. | 3.0924e-04 | 3.1062e-04
5 | 0.014519 a.u. | 1.4519e-04 | 1.4613e-04
excitation coefficient (of v^2) = 0.716588
ionisation coefficient (of v^2) = 0.283412
sum of the two coefficients = 1.000000
energy-weighted sum = 0.500000 a.u.
threshold strength density = 1.562935 a.u.
excitation: small-v 0.007166, finite-v 0.007048
ionisation: small-v 0.002834, finite-v 0.002889
mean ejected-electron energy, small v = 0.26743 hartree = 7.277 eV
v (a.u.) | survival | exact loss | v^2
0.1 | 0.990062 | 0.009938 | 0.0100
0.5 | 0.784665 | 0.215335 | 0.2500
1.0 | 0.409600 | 0.590400 | 1.0000
2.0 | 0.062500 | 0.937500 | 4.0000
survival at v = 0.5, propagated with tau = 0.01 a.u.: 0.784666
finite kick duration, v = 0.02 a.u.
tau (a.u.) | loss/v^2 propagated | loss/v^2 first order
0.1 | 0.99947 | 0.99972
1.0 | 0.97459 | 0.97483
3.0 | 0.82028 | 0.82047
10.0 | 0.16680 | 0.16675
finite-mass test (M = 3, v = 0.8): quadrature 0.552291, formula 0.552291
```
